# Isotope scattering of phonons: Tamura's rate and its cubic form, part 2

We seek the rate at which a lattice wave loses energy in a harmonic crystal whose isotopes are placed at random. The crystal has \(N\) primitive cells \(l\) at positions \(R_l\), with periodic boundary conditions, sites \(\kappa\) in each cell and Cartesian components \(\alpha,\beta\). The masses are \(\bar m_\kappa(1+\varepsilon_{l\kappa})\), where \(\bar m_\kappa\) is the mean mass and \(\langle\varepsilon_{l\kappa}\rangle=0\). Angle brackets average over the placing of the isotopes, and different sites are independent:
\[
\langle\varepsilon_{l\kappa}\varepsilon_{l'\kappa'}\rangle=g_2(\kappa)\,\delta_{ll'}\delta_{\kappa\kappa'}. \tag{5}
\]
With displacements \(u\), force constants \(\Phi\) and \(w_{l\kappa\alpha}=\sqrt{\bar m_\kappa}\,u_{l\kappa\alpha}\), the equation of motion is
\[
(1+\varepsilon)\ddot w=-D_0w,\qquad
(D_0)_{l\kappa\alpha,l'\kappa'\beta}=\frac{\Phi_{l\kappa\alpha,l'\kappa'\beta}}{\sqrt{\bar m_\kappa\bar m_{\kappa'}}}. \tag{6}
\]
The mean-mass crystal has modes with wavevector \(q\) and branch \(j\),
\[
D_0\,b_{qj}=\omega_{qj}^2\,b_{qj},\qquad
(b_{qj})_{l\kappa\alpha}=\frac{1}{\sqrt N}\,e_{\kappa\alpha}(qj)\,e^{iq\cdot R_l}, \tag{7}
\]
with \(\sum_{\kappa\alpha}|e_{\kappa\alpha}(qj)|^2=1\).

A launched mode varies as \(e^{-i\omega t}\), with \(\omega\) at the pole of \(\langle G\rangle=[\omega^2-D_0-\Sigma]^{-1}\) near \(\omega_{qj}\). To second order in \(\varepsilon\), the self-energy \(\Sigma\) is diagonal in the sites, with \(3\times3\) blocks \(\Sigma_\kappa=\omega^4g_2(\kappa)G_\kappa\). Here \(G_\kappa\) is the same-site block of \([\omega^2-D_0]^{-1}\), and its imaginary part is given by the local vibrational spectrum \(T_\kappa\):
\[
\operatorname{Im}G_\kappa(\omega)=-\frac{\pi}{2\omega}\,T_\kappa(\omega),\qquad
\big[T_\kappa(\omega)\big]_{\alpha\beta}=\frac1N\sum_{q'j'}e_{\kappa\alpha}(q'j')\,e^*_{\kappa\beta}(q'j')\,\delta(\omega-\omega_{q'j'}), \tag{21}
\]
\[
\int_0^\infty\big[T_\kappa(\omega)\big]_{\alpha\beta}\,d\omega=\delta_{\alpha\beta}. \tag{22}
\]

The fcc example has isotopes of mass 0.9, 1.0 and 1.1 in units of the mean mass, with fractions 1/4, 1/2 and 1/4, so \(g_2=0.005\). The text opened by noting that the long-wave law, with a rate proportional to \(\omega^4\), fails inside the spectrum of this model: it gives 0.54 times the correct rate for one mode and 1.27 times for another.

**The pole.** Because the blocks \(\Sigma_\kappa\) are the same in every cell, \(\Sigma\) does not connect different wavevectors:
\[
b_{qj}^\dagger\Sigma\,b_{q'j'}=\frac1N\sum_le^{i(q'-q)\cdot R_l}\sum_\kappa e_\kappa^\dagger(qj)\Sigma_\kappa e_\kappa(q'j')
=\delta_{qq'}\sum_\kappa e_\kappa^\dagger(qj)\Sigma_\kappa e_\kappa(qj'). \tag{23}
\]
Averaging has restored the periodicity of the lattice. Elements between different branches at the same \(q\) can remain. They change the pole only at second order in \(\Sigma\), divided by the difference of the squared frequencies, and may be dropped if that difference is much larger than these elements, real part included. With \(\omega_q=\omega_{qj}\) and \(e_\kappa=e_\kappa(qj)\), the pole then satisfies
\[
\omega^2=\omega_q^2+\sum_\kappa e_\kappa^\dagger\Sigma_\kappa(\omega)e_\kappa. \tag{24}
\]
Write \(\omega=\omega_q+\delta\omega\). To first order \(\omega^2=\omega_q^2+2\omega_q\,\delta\omega\), and \(\Sigma_\kappa\) may be evaluated at \(\omega_q\) if it varies little over \(|\delta\omega|\), which contains both the real shift and the width of the level. The imaginary part of the shift is
\[
\operatorname{Im}\delta\omega=\frac{\omega_q^4}{2\omega_q}\sum_\kappa g_2(\kappa)\,e_\kappa^\dagger\left(-\frac{\pi}{2\omega_q}T_\kappa\right)e_\kappa
=-\frac{\pi}{4}\,\omega_q^2\sum_\kappa g_2(\kappa)\,e_\kappa^\dagger T_\kappa(\omega_q)e_\kappa. \tag{25}
\]
The amplitude varies as \(e^{-i\omega t}\), so its modulus decays as \(e^{t\operatorname{Im}\delta\omega}\). The energy in the mode is proportional to the squared modulus and decays as \(e^{-\Gamma t}\) with \(\Gamma=-2\operatorname{Im}\delta\omega\). The amplitude therefore decays at \(\Gamma/2\). Written out with (21), the quadratic form is
\[
e_\kappa^\dagger T_\kappa e_\kappa=\frac1N\sum_{q'j'}\Big|\sum_\alpha e^*_{\kappa\alpha}(q'j')e_{\kappa\alpha}(qj)\Big|^2\delta(\omega_q-\omega_{q'j'}),
\]
and the result is Tamura's formula:
\[
\Gamma_{qj}=\frac{\pi}{2}\,\omega_{qj}^2\,\frac1N\sum_{q'j'}\sum_\kappa g_2(\kappa)\left|e_\kappa^*(q'j')\cdot e_\kappa(qj)\right|^2\delta(\omega_{qj}-\omega_{q'j'}). \tag{26}
\]
It contains neither Planck's constant nor the temperature. The equations of motion are linear, so quantum operators obey them too, and when a single mode is excited above its equilibrium occupation, the excess decays at the same rate.

**A second route to the factor \(\pi/2\).** The same rate follows from the energy that appears in the other modes. Write (6) as \(\ddot w+D_0w=-\varepsilon\ddot w\) and insert the unperturbed wave \(b_{qj}e^{-i\omega t}\) on the right, which becomes \(\omega^2\varepsilon\,b_{qj}e^{-i\omega t}\). Let another mode, of frequency \(\omega'\), have the amplitude \(c'(t)e^{-i\omega't}\) with slowly varying \(c'\). Neglecting \(\ddot c'\), its equation is
\[
-2i\omega'\dot c'=\omega^2\varepsilon'\,e^{i(\omega'-\omega)t},\qquad \varepsilon'=b_{q'j'}^\dagger\,\varepsilon\,b_{qj}. \tag{27}
\]
Starting from \(c'(0)=0\), integration gives
\[
|c'|^2=\frac{\omega^4|\varepsilon'|^2}{4\omega'^2}\,\frac{4\sin^2[(\omega'-\omega)t/2]}{(\omega'-\omega)^2}
\;\longrightarrow\;\frac{\omega^2}{4}|\varepsilon'|^2\,2\pi t\,\delta(\omega-\omega'). \tag{28}
\]
The last step holds under a sum over closely spaced modes, because the fraction with the sine has area \(2\pi t\) and narrows as \(t\) grows. From (5) and (7), \(\langle|\varepsilon'|^2\rangle=N^{-1}\sum_\kappa g_2(\kappa)|e_\kappa^*(q'j')\cdot e_\kappa(qj)|^2\). Summing (28) over the final modes and dividing by \(t\) reproduces (26), with \(2\pi/4=\pi/2\). Each part of the formula now has a meaning. Scattering is elastic because the masses do not change in time. Every wavevector can be reached because the disorder has no period. The overlap is taken site by site because an atom of unusual mass can drive another mode only along its own motion.

**Cubic crystals with one atom per cell.** Now let there be a single site, so that the label \(\kappa\) can be dropped and \(|e|^2=1\). A symmetry operation \(S\) of the crystal turns each mode into another of equal frequency, with its polarization vector turned by \(S\). The sum (21) over all modes is unchanged by this, so \(T=STS^{\mathsf T}\). Every cubic point group contains the twofold rotations about the cube axes. The one about \(z\) reverses \(x\) and \(y\), which gives \(T_{xz}=-T_{xz}=0\) and \(T_{yz}=-T_{yz}=0\); the one about \(x\) gives \(T_{xy}=0\). Every cubic point group also contains the threefold rotation that permutes \(x,y,z\) cyclically, so the three diagonal elements are equal. Therefore
\[
T(\omega)=\tfrac13D(\omega)\,\mathbf 1,\qquad
D(\omega)=\sum_\alpha T_{\alpha\alpha}=\frac1N\sum_{q'j'}\delta(\omega-\omega_{q'j'}), \tag{29}
\]
where the trace was evaluated with \(|e(q'j')|^2=1\). \(D\) is the density of states per atom, and by (22) its integral is 3. Inserting \(e^\dagger Te=D/3\) into (26) gives
\[
\Gamma=\frac{\pi}{2}\,\omega^2g_2\,\frac{D(\omega)}{3}=\frac{\pi}{6}\,g_2\,\omega^2D(\omega). \tag{30}
\]
If the density of states is normalized to 1 instead, the prefactor is \(\pi/2\). At this order the rate depends on the frequency alone, not on the direction or polarization of the wave. The separation of branches is no longer needed either: the same symmetry makes the whole of \(\Sigma\) a multiple of the unit matrix, so its elements between orthogonal polarizations at the same \(q\) vanish.

**An fcc model.** Take an fcc crystal with central springs \(K\) between nearest neighbours, mean mass \(M\) and the isotope mixture with \(g_2=0.005\). Lattice units are natural here, and frequencies and rates are given in units of \(\omega_0=\sqrt{K/M}\). The highest frequency is 2.83. The density of states is summed on a mesh of \(48^3\) wavevectors with the delta function replaced by a Gaussian of width 0.03, so its last digits depend on the mesh and on this broadening and are kept only for the arithmetic; denser sampling moves \(D\) at \(\omega=1.8925\) from 2.28 to 2.29. For a mode at \(\omega=1.8925\), where this gives \(D=2.2827\), equation (30) gives
\[
\Gamma=0.5236\times0.005\times(1.8925)^2\times2.2827=0.0214 .
\]
The numerical check integrates Newton's equations for a periodic crystal of 9660 atoms with random masses, launches plane-wave modes and fits the decay of their energy. The modes were chosen among those lying more than 0.13 from other branches, with predicted rates between 0.006 and 0.04 that change by less than 3 per cent when the Gaussian width is doubled. This filter avoids the strongest features of the spectrum but not structure finer than the Gaussian: at \(\omega=2.500\) a count of modes in a window of width 0.02 gives \(D\approx1.85\), about 6 per cent above the tabulated value. There \(D\) doubles, from about 1.05 to 2.1, between \(\omega=2.465\) and 2.515. It thus changes strongly over the width of the level, and the condition stated after (24) is not met for this mode.

| \(\omega\) | \(D\) | \(\Gamma\) from (30) | \(\Gamma\) simulated |
|---|---|---|---|
| 1.540 | 1.94 | 0.0120 | 0.0114 |
| 1.669 | 2.06 | 0.0151 | 0.0153 |
| 1.783 | 2.18 | 0.0181 | 0.0188 |
| 1.893 | 2.28 | 0.0214 | 0.0209 |
| 2.213 | 1.33 | 0.0170 | 0.0173 |
| 2.500 | 1.75 | 0.0286 | 0.0275 |

The overlap sum (26), evaluated separately, agrees with (30) to the digits shown. The simulated rates lie within about 5 per cent of the tabulated values of the formula, and their mean ratio to them is 0.99. For the last mode the agreement depends on the broadening: with \(D\approx1.85\) the simulated rate lies 9 per cent below (30). The remaining differences were not divided between the randomness of a single finite crystal and higher orders in \(\varepsilon\). From the fourth mode to the fifth the rate falls although the frequency rises: \(\omega^2\) grows by a factor 1.37, but \(D\) shrinks by 0.58, and the product is 0.79.

For a conversion, take the round values \(K=0.02\) Hartree/bohr\(^2\) and \(M=10^5\) electron masses. Then \(\omega_0=\sqrt{0.02/10^5}=4.47\times10^{-4}\) atomic units, and the mode at 1.893 has
\[
\Gamma=0.0214\times4.47\times10^{-4}=9.57\times10^{-6}\ \text{atomic units}=0.40\ \text{ps}^{-1}.
\]
Its lifetime \(1/\Gamma\) is 2.5 ps. Since \(\Gamma/\omega=0.0113\), this is \(1/(2\pi\times0.0113)\approx14\) periods, so the mode is still a well-defined oscillation. The variance 0.005 is much larger than that of common natural isotope mixtures, which is about \(2\times10^{-4}\) for silicon and copper and \(6\times10^{-4}\) for germanium. Since \(\Gamma\propto g_2\), the same mode with the variance of natural copper would have an isotope lifetime of about 60 ps.

**Long waves.** At low frequency the branches are acoustic, \(\omega=v_j(\hat q)\,|q|\), with a speed that depends on direction. With \(\Omega_0\) the volume per atom, the sum \(N^{-1}\sum_q\) becomes \(\Omega_0\int d^3q/(2\pi)^3\). The radial integral \(\int q^2\,\delta(\omega-v_jq)\,dq\) equals \(\omega^2/v_j^3\). Hence
\[
D(\omega)=\frac{\Omega_0\,\omega^2}{(2\pi)^3}\sum_j\int\frac{d\hat q}{v_j^3(\hat q)}
=\frac{3\,\Omega_0\,\omega^2}{2\pi^2v^3},\qquad
\frac{3}{v^3}=\sum_j\int\frac{d\hat q}{4\pi}\,\frac{1}{v_j^3(\hat q)}. \tag{31}
\]
Insertion into (30) gives the Rayleigh law
\[
\Gamma=\frac{\pi}{6}\,g_2\,\omega^2\,\frac{3\,\Omega_0\,\omega^2}{2\pi^2v^3}=\frac{\Omega_0\,g_2\,\omega^4}{4\pi v^3}. \tag{32}
\]
Two powers of frequency come from the inertial nature of the perturbation and two from the number of final states. In the fcc model, with the cube edge as unit of length, \(\Omega_0=0.25\) and \(v=0.479\). At \(\omega=0.1\), (32) gives \(9.04\times10^{-8}\), and a direct count of modes between 0.09 and 0.11 inserted in (30) gives \(9.09\times10^{-8}\); a narrow window lowers this to \(9.06\times10^{-8}\). Scaling the former with \(\omega^4\) to \(\omega=1.893\) yields 0.0116 instead of 0.0214. At \(\omega=2.213\) it yields 0.0217 instead of 0.0170. These are the two failures quoted at the start, and both come from replacing the true density of states by its long-wave form.

**Unequal sites.** Without cubic symmetry, or with inequivalent sites, the eigenvectors stay in the formula. The numerical check treats a tetragonal crystal with two sites, A and B, of mean masses 1 and 2 and variances 0.0032 and 0.0098. The column "cubic form" is (30) with the mean variance 0.0065 and the density of states per atom. The four modes pass the same filters as before and were picked to span the ratio of (26) to the cubic form, so the first and last lie near its two extremes among the filtered modes.

| \(\omega\) | \(\lvert e_A\rvert^2\) | \(\Gamma\) from (26) | cubic form | simulated |
|---|---|---|---|---|
| 1.837 | 0.81 | 0.0180 | 0.0276 | 0.0196 |
| 1.720 | 1.00 | 0.0197 | 0.0209 | 0.0188 |
| 1.234 | 0.03 | 0.0342 | 0.0140 | 0.0371 |
| 1.348 | 0.06 | 0.0265 | 0.0075 | 0.0260 |

The overlap formula follows the simulation within 9 per cent of its own value, while the cubic form is too small by a factor of about 3.5 for the last mode. The values from (26) depend on the broadening: a Gaussian of width 0.01 on a finer mesh moves them by up to 5 per cent and raises the largest deviation to about 11 per cent. That mode moves mainly B, the site with the larger variance, but this explains at most a factor \(0.0098/0.0065=1.5\). The remaining factor of at least 2.3 must come from the local spectrum along the motion, \(\sum_\kappa e_\kappa^\dagger T_\kappa e_\kappa\), being larger than \(D/3\). For the second mode the cubic form happens to exceed (26) by only about 6 per cent of the latter, so agreement for a single mode does not justify its use.

**Leaving rate and transport.** \(\Gamma\) counts all energy that leaves a mode, whatever its new direction. A heat current also depends on what arrives from other modes. With one atom per cell every site is a centre of inversion, so the polarization vectors can be chosen real and equal for \(q'\) and \(-q'\). The squared overlap in (26) is then even in \(q'\). The deviation of the occupations that carries a current is odd in \(q'\), so the arriving contributions cancel in pairs and \(1/\Gamma\) is also the relaxation time for isotope scattering. With several atoms per cell, reversing \(q'\) replaces \(e_\kappa(q'j')\) by its complex conjugate, which can change the overlap. The cancellation then depends on the symmetry of the sites. It still holds if every site is a centre of inversion, as in the tetragonal model above, or has full tetrahedral symmetry, as in the zincblende structure. On sites of lower symmetry, such as those on a polar axis, the arriving terms need not vanish and have to be kept in the transport equation.

## Table of computed values

```
FCC MODEL, frequencies and rates in w0 = sqrt(K/M)
isotope masses (M): 0.90 1.00 1.10; fractions: 0.25 0.50 0.25
mass variance g2 (no unit): 0.00500
atoms in simulated crystal: 9660
highest frequency (w0): 2.8284
largest anisotropy of site tensor / largest D: 1.1e-16
mode  w(w0)   D(1/w0)  overlap rate  cubic rate  simulated (w0)
  1  1.5399  1.9363   0.01202       0.01202     0.01141
  2  1.6689  2.0644   0.01505       0.01505     0.01526
  3  1.7831  2.1777   0.01813       0.01813     0.01884
  4  1.8925  2.2827   0.02140       0.02140     0.02086
  5  2.2130  1.3264   0.01701       0.01701     0.01727
  6  2.5003  1.7489   0.02862       0.02862     0.02754
mean of simulated/overlap rate: 0.993
LONG WAVES, a = cube edge
mean speed v (a w0): 0.4793; atomic volume (a^3): 0.2500
test frequency (w0): 0.10
D counted, D Debye (1/w0): 0.00347 0.00345
rate from count, Rayleigh rate (w0): 9.085e-08 9.037e-08
TETRAGONAL MODEL, sites A and B, same units
mean masses A, B (M): 1.0 2.0; relative mass steps: 0.08 0.14
springs (K): A-B 1.0, A-A and B-B along x,y 0.5, along z 0.1
g2 of A, B (no unit): 0.00320 0.00980
cells in simulated crystal: 4080
mode  w(w0)   |e_A|^2  overlap rate  cubic form  simulated (w0)
  1  1.8373  0.8108   0.01804       0.02760     0.01962
  2  1.7201  0.9956   0.01966       0.02085     0.01884
  3  1.2335  0.0264   0.03419       0.01402     0.03706
  4  1.3478  0.0575   0.02645       0.00746     0.02597
mean of simulated/overlap rate: 1.028
CONVERSION of fcc mode 4
K (Hartree/bohr^2): 0.020; M (electron masses): 100000
w0 (atomic units): 4.4721e-04
mode frequency w (atomic units): 8.4634e-04
rate (atomic units): 9.5719e-06
rate (1/ps): 0.3957
lifetime 1/rate (ps): 2.527
rate/frequency (no unit): 0.01131
```
